# Level-Set Regrowth of Faceted Silicon Checked Against Planar Fronts

## Which facets belong to the rate law

When a regrowth calculation is used to choose an anneal time, one must decide whether a bevelled corner is a facet required by the growth rates or a product of grid dissipation. For convex shapes the decision can be made without a finer grid: the front at any later time follows from planar fronts that move independently. The list must include orientations absent from the starting shape, since these may form the bevel.

Consider a two-dimensional section through amorphous and crystalline silicon. Let $n$ be the unit normal pointing from crystal into amorphous material, and let the front advance along $n$ at speed $V(n)>0$. The speed is Lipschitz continuous and depends on orientation alone. It also satisfies $V(n)=V(-n)$, as the inversion symmetry of silicon allows. Curvature, stress, impurities and nucleation are left out here; rough sizes for all but stress are given at the end.

Let $\phi<0$ in the crystal. Then $n=\nabla\phi/|\nabla\phi|$. A point riding on the front has velocity $Vn$ and keeps $\phi=0$, so $\phi_t+Vn\cdot\nabla\phi=0$. Since $n\cdot\nabla\phi=|\nabla\phi|$,

$$\phi_t+H(\nabla\phi)=0,\qquad H(p)=|p|\,V(p/|p|),\quad H(0)=0. \tag{1}$$

$H$ satisfies $H(\lambda p)=\lambda H(p)$ for $\lambda\ge0$, but need not be convex. Corners make $\nabla\phi$ discontinuous, so (1) is understood in the viscosity sense: a smooth function touching $\phi$ from above must satisfy (1) with $\le0$, and one touching from below with $\ge0$. For Lipschitz $H$ the standard comparison principle makes this solution unique, and the moving set depends on the initial set, not on the function used to label it.

## The exact construction

Let the initial crystal $K$ be convex, closed and bounded, with support function $h_K(p)=\max_{y\in K}p\cdot y$. The claim is

$$K(t)=\{x:\ n\cdot x\le h_K(n)+tV(n)\ \text{for every }n\}. \tag{2}$$

To prove it, define

$$u(x,t)=\max_{|p|\le1}\left[p\cdot x-h_K(p)-tH(p)\right]. \tag{3}$$

**Initial value.** For any $y\in K$, $p\cdot x-h_K(p)\le p\cdot(x-y)\le|x-y|$. If $x$ lies outside $K$, take $y$ as its nearest point and $p=(x-y)/|x-y|$. Convexity places $K$ behind the plane through $y$ normal to $p$, so $h_K(p)=p\cdot y$ and equality holds. If $x\in K$, the maximum is zero, reached at $p=0$. Thus $u(x,0)$ is the distance to $K$.

**Touching from above.** Each bracket in (3) is a plane with gradient $p$ and time derivative $-H(p)$, so it solves (1). A smooth function touching $u$ from above also touches a plane that attains the maximum. It has that plane's derivatives, and the left side of (1) is zero.

**Touching from below.** As a maximum of planes, $u$ is convex in $(x,t)$. The derivatives of a smooth function touching it from below are therefore a weighted mean of those of the active planes:

$$q=\sum_i\lambda_ip_i,\qquad \tau=-\sum_i\lambda_iH(p_i),\qquad \lambda_i\ge0,\quad\sum_i\lambda_i=1.$$

Since $|q|\le1$, the plane with slope $q$ was a candidate in (3) and cannot exceed the maximum:

$$q\cdot x-h_K(q)-tH(q)\le\sum_i\lambda_i\left[p_i\cdot x-h_K(p_i)-tH(p_i)\right].$$

The terms in $x$ cancel, leaving

$$tH(q)\ge t\sum_i\lambda_iH(p_i)+\left[\sum_i\lambda_ih_K(p_i)-h_K(q)\right].$$

The last bracket is non-negative because a support function is convex. Division by $t>0$ gives $\tau+H(q)\ge0$, as required. So $u$ solves (1), and its zero set is the crystal. By homogeneity, $u=0$ means that the inequality in (2) holds for every unit normal.

For a convex amorphous pocket $A$ consumed from outside, $H$ changes sign in (1) and (3). The same cancellation gives $tH(q)\le t\sum_i\lambda_iH(p_i)$, which is now the required inequality. Hence

$$A(t)=\{x:\ n\cdot x\le h_A(n)-tV(n)\ \text{for every }n\}, \tag{4}$$

until the set is empty. Here $n$ points out of the pocket, which is why $V(n)=V(-n)$ was needed.

Convexity of the initial set is essential. Two separate seeds have the same support function as their convex hull, so (2) would fill the gap between them at once.

## A rate law with three facet speeds

Take $x$ along $[110]$ and $y$ along $[001]$. The normals in the first quadrant are

$$n_{001}=(0,1),\quad n_{111}=(\sqrt{2/3},\sqrt{1/3}),\quad n_{110}=(1,0).$$

Rough relative speeds for 001, 110 and 111 are $1:0.4:0.05$. Use $s=V_{001}t$, the advance of a 001 front, as the time variable, and measure speeds in units of $V_{001}$.

The model treats a tilted front as a staircase of its two neighbouring facets. If the staircase translates with velocity $w$, each facet requires $w\cdot n_i=V_i$, and a mean slope $p$ gives $H(p)=w\cdot p$. Between 001 and 111,

$$w_A=\left(\frac{0.05-\sqrt{1/3}}{\sqrt{2/3}},\,1\right)=(-0.646,\,1),$$

and between 111 and 110,

$$w_B=\left(0.4,\,\frac{0.05-0.4\sqrt{2/3}}{\sqrt{1/3}}\right)=(0.4,\,-0.479).$$

With $q=(|p_x|,|p_y|)$, mirror symmetry gives $H(p)=\max(w_A\cdot q,\,w_B\cdot q)$. The two expressions agree at 111, and the first is larger towards 001.

## Outward growth: slow facets appear

Let the seed occupy $|x|\le a$, $|y|\le b$. Its lower half is the mirror image that represents a passive oxide surface at $y=0$. In the first quadrant $h_K(p)=ap_x+bp_y$, so the limit in (2) for normals between 001 and 111 is

$$h_K(p)+sH(p)=p\cdot[(a,b)+sw_A].$$

This is linear in $p$. Any such constraint is a positive combination of the 001 and 111 constraints and adds nothing. The same holds between 111 and 110 with $w_B$. Reflected normals give weaker limits in this quadrant. Three facets therefore suffice, with edges at

$$P_A=(a,b)+sw_A,\qquad P_B=(a,b)+sw_B. \tag{5}$$

For $a=50$ nm, $b=40$ nm and $s=50$ nm, $P_A=(17.7,90.0)$ nm and $P_B=(70.0,16.0)$ nm. The quarter section is a $70\times90$ nm rectangle less a triangle:

$$6300-\tfrac12(70.0-17.7)(90.0-16.0)\approx4366\ \mathrm{nm^2}.$$

Omitting 111 because the seed has no such face would overstate the area by 44% of the correct value.

The 001 face vanishes when $P_A$ reaches $x=0$, at $s=a/0.646$. Beyond that, $a-0.646s$ is negative. On the axis, constraints between 001 and 111 read

$$p_yy\le(a-0.646s)p_x+(b+s)p_y,$$

and the tightest has the largest $p_x/p_y$, namely 111. The tip height becomes

$$y_{\rm tip}=b+\frac{n_xa+sV_{111}}{n_y},\qquad \frac{dy_{\rm tip}}{ds}=\frac{V_{111}}{n_y}=0.087, \tag{6}$$

where $(n_x,n_y)=n_{111}$. Vertical growth thus slows more than tenfold although no material speed has changed. A stripe with $a=20$ nm and $b=60$ nm loses its top at $s=31.0$ nm.

At very long times, dividing (2) by $t$ removes the seed size and leaves $n\cdot(x/t)\le V(n)$, the Wulff shape of the speeds. Here it is a rhombus of 111 facets.

## A shrinking pocket: fast facets take over

For a round pocket of radius $R$, $h_A(n)=R$. Between 001 and 111, (4) becomes $n\cdot(x+sw_A)\le R$. The corresponding arc keeps its radius and moves rigidly to the centre $c_A=-sw_A$. The other arc has centre $c_B=-sw_B$.

With $R=60$ nm and $s=30$ nm, $c_A=(19.4,-30.0)$ nm and $c_B=(-12.0,14.4)$ nm. The first arc ends at its 001 point, $(19.4,30.0)$ nm. A flat 001 face joins it to its mirror image and has half-length 19.4 nm. Likewise a 110 face opens with half-length 14.4 nm.

The arcs meet where both distances equal $R$. Since $w_A\cdot n_{111}=w_B\cdot n_{111}$, the line of centres is perpendicular to $n_{111}$, and

$$x_c=\frac{c_A+c_B}{2}+n_{111}\sqrt{R^2-\frac{|c_A-c_B|^2}{4}}=(47.4,\,23.1)\ \mathrm{nm}. \tag{7}$$

The slow 111 orientation has gone; a corner stands in its place. Growth outward favours slow facets because the tightest limit in (2) has small $V$. A shrinking pocket favours fast ones because $V$ enters (4) with the opposite sign.

## A monotone scheme and its error

On a square grid of spacing $h$, let $p_x^\pm$ and $p_y^\pm$ be the right and left difference slopes. The Lax–Friedrichs update is

$$\phi^{k+1}=\phi^k-\Delta s\left[H(\bar p_x,\bar p_y)-\frac{\alpha_x}{2}(p_x^+-p_x^-)-\frac{\alpha_y}{2}(p_y^+-p_y^-)\right], \tag{8}$$

where bars denote the mean of the two slopes, $\alpha_x=0.646$ and $\alpha_y=1$. These are the largest values of $|\partial H/\partial p_x|$ and $|\partial H/\partial p_y|$. For the pocket, $H$ changes sign.

Differentiating the right side with respect to the old values gives

$$1-\frac{\Delta s}{h}(\alpha_x+\alpha_y)\quad\text{and}\quad \frac{\Delta s}{2h}\left(\alpha_x\mp\frac{\partial H}{\partial p_x}\right)$$

for the centre and the right and left neighbours, with the analogous result along $y$. All are non-negative if $\Delta s(\alpha_x+\alpha_y)\le h$. The choice $\Delta s=0.5h$ gives $0.82h$ and meets the condition.

A plane has equal left and right slopes, so (8) moves it exactly. If the initial data lie above a plane, monotonicity keeps them above it. On an unbounded grid the computed $\phi$ therefore cannot fall below the maximum of the planar fronts: the numerical crystal, or the numerical pocket, is never too large.

The size of the error follows from a Taylor expansion. The dissipation in (8) adds $\frac h2(\alpha_x\phi_{xx}+\alpha_y\phi_{yy})$, and the forward time step subtracts $\frac{\Delta s}{2}\phi_{ss}$. Within one linear sector $\phi_s=-w\cdot\nabla\phi$ to leading order, so $\phi_{ss}=(w\cdot\nabla)^2\phi$. A kink whose slope changes along the unit vector $m$ then spreads with diffusivity

$$D=\frac h2(\alpha_xm_x^2+\alpha_ym_y^2)-\frac{\Delta s}{2}(w\cdot m)^2. \tag{9}$$

Both sides of a seed edge share the same $w$. Nothing steepens the kink again, so its width grows as $\sqrt{Ds}$. Heat-equation smoothing of a slope jump $J$ raises its vertex by $J\sqrt{Ds/\pi}$.

The seed calculation starts from $\phi=\max(x-a,y-b)$. Each level $c$ is a rectangle with half-sides $a+c$ and $b+c$, so near the front (2) gives the exact $\phi$ as a maximum of planes with $p_x+p_y=1$. At the 111/110 edge, $m=(1,-1)/\sqrt2$, $J=0.586$ and $w_B\cdot m=0.622$. Equation (9) gives

$$D=(0.4115-0.0966)h=0.315h.$$

At $s=50$ nm the predicted errors for $h=2$, 1 and 0.5 nm are 1.9, 1.3 and 0.93 nm. The largest computed errors in $\phi$, within 5 nm of the exact zero in the value of $\phi$, are 2.08, 1.42 and 0.98 nm. The estimate thus explains most of the error and its approximate $\sqrt h$ scaling. The remainder, about 0.22, 0.11 and 0.05 nm, falls roughly in proportion to $h$.

Area converges faster. Each rounded edge has width and depth proportional to $\sqrt h$, hence area proportional to $h$. The mismatch, summed from the filled fraction of each cell, is 94, 47 and 24 nm² on the three grids, so it does halve with $h$.

Rounding is only part of this mismatch. Smoothing adds $JDs$ to the integral of $\phi$ along $m$, and $\phi$ rises by $1/\sqrt2$ per unit length along $(1,1)/\sqrt2$, so each edge loses an area $\sqrt2\,JDs$. At the 001/111 edge $J=0.828$ and (9) gives $D=0.073h$. The two edges together then lose about 17 nm² at $h=1$ nm, roughly a third of the total. The source of the rest is not isolated here.

## Sharper edges at second order

A less dissipative scheme corrects each one-sided slope by half the neighbouring second difference divided by $h$, with sign chosen to extrapolate to the node. Of the two available second differences it takes the smaller in magnitude, or zero if their signs differ (the minmod rule). Heun's method averages the old field with the result of two Euler steps, here with $\Delta s=0.3h$. The monotonicity proof no longer applies, which makes the exact shape a necessary reference.

At $h=0.5$ nm the seed's area mismatch falls to 10.4 nm², or 0.24% of its area. The top and side lie at 90.0 and 70.0 nm, as they should. The 111 facet advances 2.42 nm instead of 2.50 nm, an error of 3% of its own motion. Spread over its 91 nm length, this lag accounts for about 7 nm² of the mismatch. An accurate total area can thus conceal a larger relative error in the advance of the slowest facet. The largest error in $\phi$ is 0.52 nm and falls roughly as $h^{0.7}$, because a kink lacks the smoothness needed for second order.

The pocket is easier. Its arcs join the flats without a jump in slope, and at the corner (7) the velocities $-w_A$ and $-w_B$ carry information into the corner from both sides, opposing its spread. At the same spacing the second-order area mismatch is 0.14 nm² in 1371 nm².

For the narrow stripe at $s=50$ nm, the second-order scheme with $h=1$ nm gives a height of 91.6 nm at $x=0.5$ nm; the 111 plane gives 91.9 nm. A persistent 001 face would have reached 110 nm. The calculation therefore captures the stall.

## What the silicon example leaves out

The seed idealises a crystalline stripe on buried oxide in a 120 nm film that has been amorphized above the stripe as well as beside it; a single masked implant would instead leave crystal up to the surface under the mask. A rough rate law for undoped silicon, $V_{001}=3\times10^{15}\exp(-2.7\,\mathrm{eV}/k_BT)$ nm/s, gives 0.088 nm/s at 550 °C. The 50 nm advance takes 566 s, and the 001 face would vanish after 876 s. The speed ratios are also rough, and doping can change them and the overall rate. The speeds between the three facets come from the assumed staircase rule, not from measurement; the reduction to three facets, the rigidly moving arcs and the corner (7) depend on that rule, whereas (2) and (4) do not.

Several neglected effects exceed the grid error:

- A temperature 5 K higher raises the rate by 26%.
- If hydrogen halves every speed, the top reaches 65 nm instead of 90 nm in the same time.
- If twinning triples the 111 speed, the crystal area rises by 10%.
- If the oxide is not passive and the foot of the stripe behaves as a free convex corner, a downward-facing 111 facet starts there. The advance at the wall is then $sV_{111}/n_x=3.1$ nm instead of 20 nm. The upper and lower 111 facets meet at half the seed height, where the advance is 17.2 nm. A foot held fixed by the oxide would not advance at the wall at all.

Capillarity reduces the driving energy $g$ per atom by $\gamma\Omega/r$. With $\gamma=0.4$ J/m², atomic volume $\Omega=0.02$ nm³, $g=0.1$ eV and a rate proportional to $1-e^{-g/k_BT}$, a convex crystal corner of radius $r=5$ nm slows by 5%. The correction grows at sharper corners, so the ideal edges in (5) should not be read at atomic scale.

For competing nucleation, assume a rough rate $I=10^9$ cm⁻³ s⁻¹ without incubation. Integrating $I$ over the remaining amorphous volume, for a window extending 120 nm to either side of the stripe's centre, gives about 0.013 expected nuclei per micrometre of stripe. Take the grains as spheres growing at $v=V_{110}$ in every direction. This is a cautious assumption, since the rate law above would bound an untwinned grain by slow 111 facets. They fill an extended fraction

$$\int_0^t I\,\frac{4\pi}{3}v^3(t-t')^3dt'=\frac{\pi}{3}Iv^3t^4,$$

which counts overlaps twice. It is $5\times10^{-6}$ after 566 s. Complete spheres would reach 10% after about 1.9 h, but their radius would then be about 240 nm. The surfaces of a 120 nm film cut such grains off, so in the film 10% is reached later. With these inputs, random grains are a minor correction during the 50 nm regrowth. The stalled tip of the narrow stripe would reach the top of the 120 nm film about 1.2 h after the start, when the extended fraction is still only about 1%.
